# Transmission past one shifted site in a tight-binding chain

An electron moves along an infinite chain of sites $n=0,\pm1,\pm2,\dots$ with spacing $a$. Neighbouring sites are coupled by the matrix element $-t$, with $t>0$. Every site has level zero except site $0$, whose level is a real number $U$ of either sign. The amplitudes of a stationary state with time factor $e^{-iE\,\mathrm{time}/\hbar}$ obey

$$-t(\psi_{n+1}+\psi_{n-1})+U\delta_{n0}\psi_n=E\psi_n .\tag{1}$$

The motion is coherent and the electron does not interact with others. A chain like this is obtained when the effective-mass equation of a narrow transistor channel is put on a grid, and site $0$ then stands for a short-range defect, such as a strongly screened charge. The problem is to find the probability of passing the defect, and to explain its behaviour at the two ends of the energy band.

## (a) Which waves does the clean chain carry, and what current belongs to them?

**Solution.** With $U=0$, insert $\psi_n=e^{i\theta n}$, where $\theta=ka$. Equation (1) gives

$$E=-t(e^{i\theta}+e^{-i\theta})=-2t\cos\theta .$$

The band runs from $-2t$ to $2t$. The group velocity is

$$v=\frac1\hbar\frac{dE}{dk}=\frac{a}{\hbar}\,2t\sin\theta ,$$

so waves with $0<\theta<\pi$ move to the right. The energy

$$\Gamma\equiv\frac{\hbar v}{a}=2t\sin\theta=\sqrt{4t^2-E^2}$$

will set the scale of everything below. It vanishes at both edges, $\theta\to0$ and $\theta\to\pi$.

For the current, take the rate of change of the probability on one site. A real site level drops out:

$$\frac{d|\psi_n|^2}{d\,\mathrm{time}}=\frac2\hbar\,\mathrm{Im}(\psi_n^*H\psi_n)
=-\frac{2t}{\hbar}\,\mathrm{Im}(\psi_n^*\psi_{n+1}+\psi_n^*\psi_{n-1}).$$

Since $-\mathrm{Im}(\psi_n^*\psi_{n-1})=\mathrm{Im}(\psi_{n-1}^*\psi_n)$, the right side is inflow minus outflow, with the bond current

$$J_{n\to n+1}=\frac{2t}{\hbar}\,\mathrm{Im}(\psi_n^*\psi_{n+1}).\tag{2}$$

For $e^{i\theta n}$ this is $\Gamma/\hbar=v/a$.

## (b) What wave does a source on one site send out?

**Solution.** The retarded Green function $g_n$ of the clean chain satisfies

$$(E+i0)g_n+t(g_{n+1}+g_{n-1})=\delta_{n0}.$$

Away from $n=0$ it is a combination of $e^{\pm i\theta n}$. A small positive imaginary part $\eta$ of the energy shifts $\theta$ by $i\eta/\Gamma$, because $dE=\Gamma\,d\theta$. Hence $e^{i\theta|n|}$ decays on both sides, while the other combination grows. The retarded solution is therefore $g_n=g_0e^{i\theta|n|}$. At $n=0$,

$$g_0(E+2te^{i\theta})=g_0(-2t\cos\theta+2t\cos\theta+2it\sin\theta)=i\Gamma g_0=1,$$

and so

$$g_n=\frac{e^{i\theta|n|}}{i\Gamma}.\tag{3}$$

A source of fixed strength radiates with an amplitude proportional to $1/v$. This factor decides what happens at the edges.

## (c) What are the transmitted and reflected amplitudes?

**Solution.** Move the defect term in (1) to the right side: $(E-H_0)\psi=U\delta_{n0}\psi_0$, where $H_0$ is the clean Hamiltonian. For a wave incident from the left, the solution is the incident wave plus the wave sent out by this source:

$$\psi_n=e^{i\theta n}+g_nU\psi_0 .\tag{4}$$

At $n=0$ this becomes $\psi_0=1+g_0U\psi_0$. With $g_0=1/(i\Gamma)$,

$$\psi_0=\frac1{1-U/(i\Gamma)}=\frac{\Gamma}{\Gamma+iU}.$$

For $n\ge0$, equation (4) reads $\psi_n=(1+g_0U\psi_0)e^{i\theta n}=\psi_0e^{i\theta n}$. The transmitted amplitude is thus $\tau=\psi_0$. For $n\le0$ the source wave is $g_0U\psi_0e^{-i\theta n}$, so the reflected amplitude is $r=g_0U\psi_0=\tau-1$:

$$\tau=\frac{\Gamma}{\Gamma+iU},\qquad r=\frac{-iU}{\Gamma+iU}.\tag{5}$$

To turn amplitudes into probabilities, use (2). On the left,

$$\psi_n^*\psi_{n+1}=e^{i\theta}+|r|^2e^{-i\theta}+re^{-i\theta(2n+1)}+r^*e^{i\theta(2n+1)} .$$

The last two terms are complex conjugates, so their sum is real and carries no current. The current on the left is $(\Gamma/\hbar)(1-|r|^2)$ and on the right $(\Gamma/\hbar)|\tau|^2$. The transmission probability is therefore

$$T=|\tau|^2=\frac{\Gamma^2}{\Gamma^2+U^2}=\frac{4t^2-E^2}{4t^2-E^2+U^2},\tag{6}$$

and $R=|r|^2=U^2/(\Gamma^2+U^2)$ completes the sum to one. The sign of $U$ drops out: a well one site wide reflects as much as a hump of equal size. At fixed $U$, $T$ is largest at the band centre, where $\Gamma=2t$.

## (d) How does this look in the language of a device between two leads?

**Solution.** Regard site $0$ as the device and the two half-chains as leads. Let $g_s$ be the Green function at the end site of a half-chain. Adding one more site reproduces the half-chain, so $g_s=1/(E-t^2g_s)$. The self-energy $\Sigma=t^2g_s$ then obeys

$$\Sigma^2-E\Sigma+t^2=0 .$$

Its roots have sum $E$ and product $t^2$, so they are $-te^{\pm i\theta}$. The retarded one has a negative imaginary part: $\Sigma=-te^{i\theta}$. The coupling of the device to each lead is $-2\,\mathrm{Im}\,\Sigma=2t\sin\theta$, which is the same $\Gamma=\hbar v/a$ as before. The Green function on the defect is

$$G_{00}=\frac1{E-U-2\Sigma}=\frac1{i\Gamma-U}.\tag{7}$$

It remains to connect $G_{00}$ with the incident wave. By continuity at site $0$, the left neighbour has $\psi_{-1}=e^{-i\theta}+(\psi_0-1)e^{i\theta}$, while $\psi_1=\psi_0e^{i\theta}$. Insert both in (1) at $n=0$:

$$(E-U+2te^{i\theta})\psi_0=t(e^{i\theta}-e^{-i\theta})=i\Gamma .$$

Hence $\psi_0=i\Gamma G_{00}$ and $T=\Gamma\,|G_{00}|^2\,\Gamma$, one factor $\Gamma$ per lead. Inserting (7) returns (6).

## (e) What happens at the band edges, and why?

**Solution.** Let $\delta$ be the distance from either edge, $|E|=2t-\delta$. Then $\Gamma^2=(2t-|E|)(2t+|E|)=\delta(4t-\delta)$, and

$$T=\frac{\delta(4t-\delta)}{\delta(4t-\delta)+U^2}\;\longrightarrow\;\frac{4t\delta}{U^2}
\qquad(\delta\ll4t,\;4t\delta\ll U^2).\tag{8}$$

For every fixed $U\ne0$, $T$ goes to zero linearly in $\delta$ at both edges, and (5) gives $r\to-1$. Backscattering becomes complete, however weak the defect is. A weak defect merely confines the effect to a narrow range. For $|U|<2t$, $T=1/2$ occurs where $\delta(4t-\delta)=U^2$, that is, at

$$\delta_{1/2}=2t-\sqrt{4t^2-U^2}\approx\frac{U^2}{4t}\quad(|U|\ll2t).$$

The cause can be seen without the final formula. The defect acts as a source of strength $U\psi_0$, and by (3) the wave it sends back has magnitude $|r|=|U\psi_0|/\Gamma$. Current conservation demands $|r|\le1$, hence

$$|\psi_0|\le\frac{\Gamma}{|U|}.$$

As $\Gamma\to0$ the amplitude on the defect must vanish, since otherwise the slow outgoing waves would carry more current than arrives. The site becomes a node. But $\psi_0=1+r$, so a node means $r=-1$: the reflected wave cancels the incident one at site $0$. The transmitted wave starts from the same amplitude, $\tau=\psi_0$, and vanishes with it.

The local density of states, $-\mathrm{Im}\,G_{00}/\pi$, tells the same story. On a clean site it is $1/(\pi\Gamma)$ and diverges at the edges. On the defect, (7) gives $\Gamma/[\pi(\Gamma^2+U^2)]$, which vanishes there, while $G_{00}\to-1/U$ stays finite.

The order of limits matters. If $U=0$ from the start, $T=1$ up to the edge. If $U\neq0$ is held fixed, the limit is zero.

## (f) Does a vanishing velocity make every scatterer block the electron?

**Solution.** Let several neighbouring sites have levels $U_n$, and approach the lower edge, $\theta\to0$. Equation (1) can be written as

$$(\psi_{n+1}-\psi_n)-(\psi_n-\psi_{n-1})=\Big[\frac{U_n}{t}-2(1-\cos\theta)\Big]\psi_n .\tag{9}$$

Start on the right with an outgoing wave of amplitude one and work leftwards. To leading order it is constant, $\psi_n=1$. Summing (9) over the scatterer shows that on its left the difference between neighbours is $-s$, with

$$s=\frac1t\sum_nU_n\psi_n .$$

On the left the solution is also $Ae^{i\theta n}+Be^{-i\theta n}$. Near the scatterer its value $A+B$ is finite and its difference is $i\theta(A-B)=-s$. For $s\neq0$ this requires $A\approx-B\approx is/(2\theta)$, and

$$T=\frac1{|A|^2}\approx\frac{4\theta^2}{s^2}\to0 .\tag{10}$$

For one site $s=U/t$, and with $\delta=2t(1-\cos\theta)\approx t\theta^2$ equation (10) reduces to (8).

The exception is $s=0$. Then the edge solution is constant on both sides, a half-bound state. For one site this needs $U=0$, so a single-site defect has no exception. Two neighbouring sites can achieve it. Put $u_j=U_j/t$ and start from the value $1$ on the left, including the first site. Equation (9) at $\theta=0$ gives the value $\rho=1+u_1$ on the second site. The next value is $2\rho-1+u_2\rho$, and it equals $\rho$ if

$$(1+u_1)(1+u_2)=1 .$$

To find $T$ in this case, note that for two solutions $\psi,\phi$ at the same energy, (1) makes $\psi_n\phi_{n+1}-\phi_n\psi_{n+1}$ independent of $n$. Let $\psi$ be the half-bound solution, scaled to $1$ on the right and $1/\rho$ on the left. Let $\phi$ have difference $1$ on the right; then its difference on the left is $\rho$. The outgoing wave has value $1$ and difference $i\theta$ on the right. On the left its value is $1/\rho$ and its difference $i\theta\rho$, to leading order. Thus $A+B=1/\rho$ and $A-B=\rho$, so $A=(\rho+1/\rho)/2$ and

$$T_{\rm edge}=\Big(\frac{2\rho}{1+\rho^2}\Big)^2 .$$

For $u_1=1$, $u_2=-1/2$ we have $\rho=2$ and $T_{\rm edge}=0.64$, although the velocity is zero there. Inside the band, where $\sin\theta\ne0$, stepping (1) across the scatterer gives a finite $A$, so $T=1/|A|^2>0$. Complete blocking in this chain therefore needs a vanishing velocity; the absence of a half-bound state is the other condition.

At the upper edge, write $\psi_n=(-1)^n\phi_n$. Then $\phi$ obeys the lower-edge equation with all $U_n$ reversed in sign. The pair would need $(1-u_1)(1-u_2)=1$, but the left side is zero, so the same pair blocks at the upper edge.

## (g) Evaluate the result for a charged defect in a silicon nanowire.

Take a wire along [100] with transport mass $0.19\,m_0$, a grid spacing $a=0.50$ nm and $U=0.30$ eV. These are rough typical values. The area $Ua=0.15$ eV nm equals that of a hump of 50 meV over 3 nm. For comparison, the bare Coulomb energy of one elementary charge at 3 nm is 62 meV, for a relative permittivity of 7.8 midway between silicon and its oxide. The model keeps only a core of this height and omits the Coulomb tail, whose effect is given in (h).

**Solution.** Matching the grid to the parabolic band gives $t=\hbar^2/(2ma^2)=0.802$ eV. At $\delta=30$ meV above the subband bottom,

$$\Gamma=\sqrt{0.0300\,(3.208-0.030)}\ \text{eV}=0.309\ \text{eV},$$

which means $v=2.3\times10^5$ m/s. Equations (5) and (6) give $\tau=0.514-0.500i$, $r=-0.486-0.500i$ and

$$T=\frac{0.3088^2}{0.3088^2+0.3000^2}=0.514 .$$

The energy of half transmission is 28.3 meV. Closer to the edge, with $U$ fixed:

| $\delta$ (meV) | $\Gamma$ (eV) | $T$ | $4t\delta/U^2$ | $r$ |
|---|---|---|---|---|
| 10 | 0.179 | 0.262 | 0.356 | $-0.738-0.440i$ |
| 1 | 0.057 | 0.0344 | 0.0356 | $-0.966-0.182i$ |
| 0.1 | 0.018 | 0.00355 | 0.00356 | $-0.996-0.059i$ |

The linear law is 36 % too high at 10 meV and 4 % too high at 1 meV, relative to (6).

In linear response, each valley conducts $G=(2e^2/h)T$ at zero temperature, spin included. With $2e^2/h=77.5$ µS and the Fermi level at 30 meV, $G=40$ µS. At 300 K, $T$ must be averaged over energy with the weight $-df/dE$, where $f$ is the Fermi function. Numerical quadrature with the same Fermi level gives a mean of 0.42, or 33 µS. Without the defect the mean is $f$ at the subband bottom, $1/(1+e^{-30/25.85})=0.76$, or 59 µS. The electrons near the edge are blocked, but the thermal spread hides the zero of $T$ in the conductance.

## (h) Which parts of this survive in a real wire?

**Solution.** The lower edge is the physical subband bottom. The upper edge, 3.2 eV higher, belongs to the grid: $4t$ varies as $1/a^2$ at fixed mass. It would be physical in a material with a true one-orbital band. The lower-edge result does not depend on the grid once $Ua$ is fixed, because $U^2/4t=m(Ua)^2/(2\hbar^2)$. The continuum limit $T=\delta/(\delta+U^2/4t)$ gives 0.517 at 30 meV and half transmission at 28.05 meV, against 0.514 and 28.3 meV on the 0.50 nm grid.

The finite range of the defect matters more. Solving (1) site by site for six sites of 50 meV gives $T=0.44$ at 30 meV, and 0.0018 at 0.1 meV, half the single-site value. Equation (10) explains the lower value near the edge: inside a hump $\psi_n$ grows beyond one, so $s$ exceeds $\sum_nU_n/t$. The edge zero itself survives, since a repulsive hump has $s>0$. The sign of the defect now matters, unlike for a single site: six sites of $-50$ meV give $T=0.81$ at 30 meV, and a well 215 meV deep reaches $s=0$, where the edge zero is lost.

A Coulomb tail matters still more. Take the profile $V(x)=V_0\,b\,e^{-|x|/\lambda}/\sqrt{x^2+b^2}$ with $V_0=62$ meV and $b=3$ nm. For $\lambda=2$, 5 and 20 nm it gives $T=0.39$, 0.12 and 0.018 at 30 meV. Between 1 and 0.1 meV, $T$ falls by factors of 11, 18 and about 1000, where the linear law gives 10. With the opposite sign and $\lambda=5$ nm, $T$ is still 0.95 at 1 meV. The numbers of (g) therefore apply only to a charge screened within about 2 nm.

Valley mixing can remove it. In the effective-mass picture of a square [100] wire, four valleys share the lowest subband energy. The atomic lattice splits them; a chain with two hoppings fitted to the valley position and heavy mass gives roughly 1 to 11 meV for 18 to 25 atomic layers. This splitting is ignored here. Suppose the defect couples all of them equally, so that every element of a $4\times4$ matrix is $U$. Its eigenvalues are $4U,0,0,0$: three combinations do not feel the defect. The mean transmission per valley is $[3+T(4U)]/4$, or 0.77 at 30 meV, and it tends to $3/4$ at the edge. This is a limiting case: with off-diagonal elements $0.9U$ the mean is 0.20 at 0.1 meV and again tends to zero. Complete backscattering requires that no combination of degenerate channels escapes the defect.

Collisions set a further limit. A rough mobility of 300 cm²/Vs corresponds to a relaxation time $\mu m/e=32$ fs and an energy width $\hbar/(32\ \text{fs})\approx20$ meV. If this is taken as the loss of coherence, none of the energies in the table, all 10 meV or less, can be resolved in such a wire. A channel field of 0.1 MV/cm, also rough, drops 30 meV across the 3 nm hump, so the uniform chain is restricted to small drain bias.

In a wire 3 nm wide the higher subbands are nearly empty. With hard walls and parabolic bands, the next subband lies 136 meV up and the remaining valleys 174 meV up (106 and 134 meV with the nonparabolicity used below), several times the thermal energy of 26 meV. Empty subbands still act, because an off-centre defect couples to them as evanescent waves. A 3 nm hump of 100 meV that covers half the width along the heavy-mass direction has the same 50 meV element in the lowest subband, yet gives $T=0.57$ instead of 0.44 at 30 meV. The corresponding well gives 0.74 instead of 0.81, and its $T$ drops to zero near 120 meV, just below the next subband, at finite velocity. The rule of (f) that complete blocking needs a vanishing velocity is thus restricted to the single chain. The same confinement raises the subband bottom by 265 meV. With a rough nonparabolicity of 0.5 eV⁻¹ the transport mass grows, to first order in the nonparabolicity, by the factor $1+2(0.5)(0.265)=1.27$ (1.24 without the expansion). At fixed $Ua$ and $\delta$, $U^2/4t=28$ meV grows by the same factor, and $T$ at 30 meV falls to about $30/(30+1.27\times28)=0.46$.

Numerical values quoted here were computed with a short program.
